\section*{Choosing the Eigenvalue Threshold for a Near-Singular Coulomb Metric in RPA}

\section{Two almost identical fitting functions}

Take two real fitting functions with unit Coulomb self-repulsion and mutual repulsion $1-\delta$, where $0<\delta\ll1$. Their Coulomb metric is
\begin{equation}
V=\begin{pmatrix}1&1-\delta\\1-\delta&1\end{pmatrix}.
\end{equation}
The sum mode $(1,1)/\sqrt2$ has eigenvalue $2-\delta$, and the difference mode $(1,-1)/\sqrt2$ has eigenvalue $\delta$. Let one orbital-pair density have repulsion integrals $T_1,T_2$ with the two functions. Its fitted self-repulsion is
\begin{equation}
K=\frac{T_+^2}{2-\delta}+\frac{T_-^2}{\delta},\qquad T_\pm=\frac{T_1\pm T_2}{\sqrt2}.
\end{equation}
The division by $\delta$ looks dangerous, but for exact integrals it is harmless. As $\delta\to0$ the functions become equal and $T_-$ vanishes too. If the fit contains the difference mode with coefficient $c$, then $T_-=\delta c$, and the mode contributes $\delta c^2$.

Now let the stored $T_-$ be $\delta c+e$ and the stored small eigenvalue be $\delta+a$. With $r=e-ac$, the stored integral equals $(\delta+a)c+r$, so
\begin{align}
\frac{[(\delta+a)c+r]^2}{\delta+a}
&=(\delta+a)c^2+2cr+\frac{r^2}{\delta+a}\nonumber\\
&=\delta c^2+2ce-ac^2+\frac{r^2}{\delta+a}.
\label{two}
\end{align}
The second line uses $2cr=2ce-2ac^2$. Two error terms are linear and are not divided by the eigenvalue. The last is quadratic, positive and amplified. If $a<-\delta$ the stored eigenvalue is negative and has no real inverse square root. If $a$ is slightly above $-\delta$, the last term can be very large.

Suppose first that $a=0$ and that $e$ is Gaussian with mean zero and variance $\eta^2$. Dropping the mode costs $\delta c^2$. Keeping it gives the error $2ce+e^2/\delta$, whose mean square is $4c^2\eta^2+3\eta^4/\delta^2$, because $\langle e^3\rangle=0$ and $\langle e^4\rangle=3\eta^4$. With $y=\delta|c|/\eta$, the two choices have equal mean-square error when
\begin{equation}
y^2=4+\frac{3}{y^2},\qquad y^2=2+\sqrt7,\qquad \delta\simeq2.2\,\frac{\eta}{|c|}.
\end{equation}
The useful threshold is thus proportional to the data error, not to its square, although the amplified term is quadratic.

\section{From the fit to the RPA energy}

Hartree atomic units are used. For a closed shell with real orbitals, let $i$ be occupied, $a$ virtual, and $\varepsilon$ the diagonal matrix of positive gaps $\varepsilon_a-\varepsilon_i$. The fitting functions are normalized to $(P|P)=1$ and taken to be linearly independent, so $V_{PQ}=(P|Q)$ is positive definite. Write $v_k,u_k$ for its eigenpairs and $T$ for the matrix of elements $(P|ia)$. Then
\begin{equation}
B_k=v_k^{-1/2}u_k^{T}T,\qquad K=B^TB,\qquad
Q(i\omega)=B\,g\,B^T,\qquad g=\frac{4\varepsilon}{\omega^2+\varepsilon^2}.
\end{equation}
A threshold $\tau$ restricts $k$ to $v_k>\tau$. The direct RPA correlation energy is
\begin{equation}
E=\frac1{2\pi}\int_0^\infty\operatorname{Tr}\,[\ln(1+Q)-Q]\,d\omega .
\end{equation}

The matrices $BgB^T$ and $g^{1/2}Kg^{1/2}$ have the same nonzero eigenvalues, so
\begin{equation}
\det(1+Q)=\frac{\det(\omega^2+\Omega^2)}{\det(\omega^2+\varepsilon^2)},\qquad
\Omega^2=\varepsilon^2+4\varepsilon^{1/2}K\varepsilon^{1/2}.
\end{equation}
For positive numbers, $\int_0^\infty\ln[(\omega^2+A^2)/(\omega^2+C^2)]\,d\omega=\pi(A-C)$. Also $\int_0^\infty g\,d\omega=2\pi$ for each pair. Hence
\begin{equation}
E(K)=\tfrac12\operatorname{Tr}(\Omega-\varepsilon)-\operatorname{Tr}K .
\end{equation}
Since $d\operatorname{Tr}\Omega=\frac12\operatorname{Tr}(\Omega^{-1}d\Omega^2)$,
\begin{equation}
dE=-\operatorname{Tr}(S\,dK),\qquad
S=1-\varepsilon^{1/2}\Omega^{-1}\varepsilon^{1/2}.
\end{equation}
Because $\Omega^2\ge\varepsilon^2$ implies $\Omega\ge\varepsilon$, the eigenvalues of $S$ lie in $[0,1)$. Two consequences follow. A positive addition to $K$ cannot raise $E$. And for two positive semidefinite matrices,
\begin{equation}
|E(K')-E(K)|\le\|K'-K\|_1,
\label{lip}
\end{equation}
where $\|\cdot\|_1$ is the sum of singular values; one integrates $dE$ along the straight line between them.

For one pair and $K\ll\varepsilon$, expanding the square root gives $E\simeq-K^2/\varepsilon$ and $S\simeq2K/\varepsilon$. Weak coupling therefore damps errors in $K$. For $K\gg\varepsilon$, $S$ tends to one and this protection is lost.

\section{What a threshold removes}

With exact data, discarding modes subtracts the positive matrix $K_{\rm d}=\sum_{v_k\le\tau}B_k^TB_k$, so the energy rises. The function $E(K)$ is concave, since the trace of a matrix square root is concave and the rest is linear. Its tangents at the two ends give
\begin{equation}
\operatorname{Tr}[S(K-K_{\rm d})K_{\rm d}]\le E(K-K_{\rm d})-E(K)\le\operatorname{Tr}[S(K)K_{\rm d}].
\end{equation}
The loss depends on the signal in the discarded modes, not on their number. That signal is bounded: the Cauchy--Schwarz inequality for the Coulomb product gives $|u_k^TT_{ia}|\le\sqrt{v_k}\sqrt{(ia|ia)}$, hence $|B_{k,ia}|\le\sqrt{(ia|ia)}$. A small $v_k$ does not amplify the exact $Q$.

\section{What errors add}

Let the stored data be $\tilde V=V+\delta V$ and $\tilde T=T+\delta T$, with
\begin{equation}
\|\delta V\|_2\le d,\qquad \|\delta T\|_F\le t .
\end{equation}
Let the columns of $W$ be the eigenvectors of $\tilde V$ with eigenvalues above $\tau\ge2d$, and let $\Lambda$ hold these eigenvalues. In this computed space the error-free fit has coefficients $c=(W^TVW)^{-1}W^TT$ and gives $K_W=c^TW^TVWc$. Define $r=W^T\delta T-W^T\delta V\,Wc$. Then $W^T\tilde T=\Lambda c+r$, and the algebra of Eq.~\eqref{two} carries over:
\begin{align}
\tilde K&=(\Lambda c+r)^T\Lambda^{-1}(\Lambda c+r)
=c^T\Lambda c+c^Tr+r^Tc+r^T\Lambda^{-1}r\nonumber\\
&=K_W+c^TW^T\delta T+\delta T^TWc-c^TW^T\delta V\,Wc+r^T\Lambda^{-1}r .
\label{identity}
\end{align}
Only the last term contains $1/\Lambda$. It is positive, so by itself it makes the correlation energy too negative, opposite to the effect of lost functions.

If $\|c\|_F\le C$, bounding each term and using Eq.~\eqref{lip} gives
\begin{equation}
|E(\tilde K)-E(K_W)|\le N=2Ct+dC^2+\frac{(t+dC)^2}{\tau}.
\end{equation}

The loss in the computed space is bounded by comparison with any trial coefficients $x$. Let $c_0=V^{-1}T$ be the full fit, $X=\|x\|_F$, and $\Delta$ the Coulomb norm of $c_0-x$, that is $\Delta^2=\operatorname{Tr}[(c_0-x)^TV(c_0-x)]$. Let $P=1-WW^T$ project on the discarded directions. There
\begin{equation}
PVP=P\tilde VP-P\,\delta V\,P\le(\tau+d)P .
\end{equation}
The fit $K_W$ is the best one in the Coulomb norm within the kept space, so its residual is no larger than that of $WW^Tx$. The triangle inequality yields
\begin{equation}
\operatorname{Tr}(K-K_W)\le L=\left(\sqrt{\tau+d}\,X+\Delta\right)^2 .
\end{equation}

It remains to bound $c$. Writing $T=Vx+V(c_0-x)$ and $x=WW^Tx+Px$,
\begin{equation}
c=W^Tx+(W^TVW)^{-1}\left[W^TVPx+W^TV(c_0-x)\right].
\end{equation}
Since $W^T\tilde VP=0$, one has $W^TVP=-W^T\delta V\,P$, of norm at most $d$. The smallest eigenvalue of $W^TVW$ is at least $\tau-d$. Therefore
\begin{equation}
\|c\|_F\le C=X\left(1+\frac d{\tau-d}\right)+\frac{\Delta}{\sqrt{\tau-d}} .
\end{equation}
Because $K_W\le K$, the complete result is
\begin{equation}
-N\le E(\tilde K)-E(K)\le L+N,\qquad \tau\ge2d .
\label{main}
\end{equation}
The derivation itself needs only $\tau>d$. The stated range $\tau\ge2d$ keeps $d/(\tau-d)\le1$; closer to $d$ the inequality remains true, but $C$ diverges as $\tau\to d$ and the bound becomes empty. The error is relative to the full fit in the same auxiliary basis; the incompleteness of that basis is separate.

\section{The balance}

When a trial fit of moderate norm $X$ has negligible residual, the main competing terms are $\tau X^2$ and $(t+dX)^2/\tau$. Their sum is stationary when
\begin{equation}
X^2=\frac{(t+dX)^2}{\tau^2},\qquad \tau\sim d+\frac tX .
\label{balance}
\end{equation}
This fixes $\tau$ only up to a factor of order one. Corrections of relative order $d/(\tau-d)$ were neglected. At this $\tau$ they are of order $dX/t$, so for $t<dX$ the estimate is only heuristic, and the value $d+t/X$ then lies below the limit $2d$ of Eq.~\eqref{main}. At $\tau=2(d+t/X)$, which respects that limit, $C\le2X$ for $\Delta=0$, and both $L$ and $N$ are at most a constant times $dX^2+tX$, linear in the data error.

Independent errors in $T$ with an exact metric show the bias separately. For zero mean and variance $\eta^2$ per element, each kept mode adds on average $\eta^2/v_k$ to every diagonal element of $K$. With $N_{ia}$ pairs,
\begin{equation}
\langle\operatorname{Tr}\tilde K\rangle-\operatorname{Tr}K_{\rm kept}
=N_{ia}\eta^2\sum_{v_k>\tau}\frac1{v_k}.
\label{bias}
\end{equation}
Concavity and monotonicity then make the mean energy no higher than $E(K_{\rm kept})$. The signal of mode $k$ in the trace is $|u_k^TT|^2/v_k$, so signal exceeds bias when
\begin{equation}
|u_k^TT|^2>N_{ia}\eta^2 .
\label{mode}
\end{equation}
The eigenvalue cancels. It returns through the metric error: modes with $v_k\lesssim\|\delta V\|_2$ are not resolved by the stored metric.

\section{The algorithm}

For storage with relative rounding error $u$, every element obeys $|\delta V_{PQ}|\le u|V_{PQ}|$. If the metric elements are nonnegative, as for single $s$ Gaussians with positive prefactors, this gives $d=u\,v_{\max}$; in general $d=u\|V\|_F$ is safe. Likewise $t=u\|T\|_F$. Errors from screening, grids or diagonalization must be added when they are larger.

\begin{enumerate}
\item Normalize the fitting functions to $(P|P)=1$. The threshold refers to this normalization, because rescaling functions changes the eigenvalues.
\item Estimate $d$ and $t$ from the precision of the data.
\item Diagonalize $\tilde V$ and keep eigenvalues above $\tau$. Take $\tau=2(d+t/X)$, with $X$ estimated from the coefficient norm of a fit made with a larger threshold. This satisfies Eq.~\eqref{main} and reduces to $2d$ when the metric error dominates. The term $t/X$ is essential when $V$ is accurate but $T$ is not, because $\tau=2d$ would then keep modes that strongly amplify the errors of $T$. A sharper estimate of $\|\delta V\|_2$ permits a smaller $\tau$.
\item Form $B=\Lambda^{-1/2}W^T\tilde T$, then $Q$ and the energy.
\item Vary $\tau$ by factors of ten. For given stored data $E$ cannot fall as $\tau$ rises, because every kept mode adds a positive matrix to $K$. The rise alone therefore does not distinguish lost signal from removed noise. Repeating the calculation with differently rounded data, as in the example below, shows the scatter due to rounding at each $\tau$.
\end{enumerate}

\section{A near-singular metric with known integrals}

Consider two electrons in an isotropic harmonic trap of frequency 1 a.u. The orbitals are noninteracting ones, obtained by diagonalization in seven $s$ Gaussians with exponents from 0.125 to 8 a.u. in ratio 2. With only $s$ functions there are six pairs, and $E$ is the $L=0$ part of the RPA correlation energy for these orbitals. It is not converged in the orbital basis: exact trap orbitals with 60 pairs lower it by about $8\times10^{-6}$ Ha. All errors below are measured against the same seven-function orbitals.

The auxiliary basis has 18 functions $e^{-a r^2}$, with $a$ from 0.40 to 17.76 a.u. in ratio $\beta=1.25$. From $(a|b)=2\pi^{5/2}/(ab\sqrt{a+b})$, normalization gives
\begin{equation}
V_{ab}=\left[\frac{2\sqrt{ab}}{a+b}\right]^{1/2}
=\operatorname{sech}^{1/2}\!\left(\tfrac12\ln\frac ab\right).
\end{equation}
For neighbours and small $\ln\beta$, $V_{ab}\simeq1-(\ln\beta)^2/16$. This is the two-function problem with $\delta=(\ln\beta)^2/16$. Combinations of many neighbours cancel further: the eigenvalues run from 15.9 down to $7.2\times10^{-16}$.

Diagonalization with 50-digit arithmetic supplies the noise-free reference, $E=-0.0083493$ Ha, or $-0.22720$ eV. Replacing the fit by the analytic four-index integrals changes it by less than the double-precision rounding of the energy, about $10^{-14}$ Ha, so basis incompleteness plays no part here. The largest eigenvalue of $S$ is 0.10.

Now round $V$ and $T$ to 24 significant bits, which is single precision, and do the remaining arithmetic in double precision. Here $u=2^{-24}=5.96\times10^{-8}$, so $d=15.88\,u=9.5\times10^{-7}$. The actual metric error is smaller, $\|\delta V\|_2=1.2\times10^{-7}$, and $\|\delta T\|_F=3.2\times10^{-8}$. Some diagonal elements $Q_{kk}(0)$ are:
\begin{center}
\begin{tabular}{rcccc}
$k$ & exact $v_k$ & stored $v_k$ & exact $Q_{kk}$ & stored $Q_{kk}$\\
7&$8.64\times10^{-5}$&$8.63\times10^{-5}$&$9.60\times10^{-4}$&$9.60\times10^{-4}$\\
9&$1.63\times10^{-6}$&$1.62\times10^{-6}$&$9.63\times10^{-5}$&$9.91\times10^{-5}$\\
14&$4.0\times10^{-11}$&$1.7\times10^{-8}$&$5.5\times10^{-9}$&$1.4\times10^{-7}$\\
15&$3.8\times10^{-12}$&$-2.4\times10^{-8}$&$3.5\times10^{-10}$&none
\end{tabular}
\end{center}
The rows are matched by rank. Mode 9 is wrong by 3\%. At rank 14 the stored eigenvector is a mixture of several exact modes, so the factor of 26 between the two values of $Q_{kk}$ is not the error of a single mode. The stored eigenvalue of rank 15 is negative.

To sample rounding errors, $V$ and $T$ were multiplied by random factors between 1 and 2 before rounding and divided by them afterwards, 200 times. The energy errors, in Ha, are:
\begin{center}
\begin{tabular}{ccccc}
$\tau$ & loss, exact data & lowest & highest & rms\\
$10^{-12}$&$<10^{-13}$&$-1.0\times10^{-6}$&$1.4\times10^{-7}$&$1.2\times10^{-7}$\\
$10^{-7}$&$1.8\times10^{-8}$&$-1.4\times10^{-7}$&$1.4\times10^{-7}$&$4.9\times10^{-8}$\\
$10^{-6}$&$2.2\times10^{-8}$&$-1.3\times10^{-7}$&$1.5\times10^{-7}$&$4.9\times10^{-8}$\\
$10^{-5}$&$6.9\times10^{-7}$&$6.0\times10^{-7}$&$7.4\times10^{-7}$&$6.8\times10^{-7}$\\
$10^{-3}$&$5.3\times10^{-5}$&$5.3\times10^{-5}$&$5.3\times10^{-5}$&$5.3\times10^{-5}$
\end{tabular}
\end{center}
At large $\tau$ the error is the positive loss. At very small $\tau$ its largest excursions are negative, as the positive amplified term in Eq.~\eqref{identity} suggests. In between lies a plateau. The estimate \eqref{balance}, with the error norms of the unscaled rounding given above and $X$ replaced by $\|c\|_F=9.0$ from the single-precision fit at $\tau=2d$, gives
\begin{equation}
\tau\sim1.2\times10^{-7}+\frac{3.2\times10^{-8}}{9.0}\simeq1.2\times10^{-7},
\end{equation}
which lies on it. This value is essentially $\|\delta V\|_2$ itself and is below $2\|\delta V\|_2$, outside the range stated in Eq.~\eqref{main}; so close to $d$ the bound gives no useful information. The fit that supplies $X$ omits mode 9, so its residual is not negligible, but $t/X$ is so small beside $d$ that the value of $X$ hardly matters. The unscaled rounding stores the unit diagonal of $V$ exactly; the rescaled samples behind the table have $\|\delta V\|_2$ between about $1\times10^{-7}$ and $4\times10^{-7}$, still on the plateau. The agreement is an observation about order of magnitude.

The guaranteed choice is less favourable. Since $t/X$ is below one per cent of $d$, it is $\tau=2u v_{\max}=1.9\times10^{-6}$. It lies just above $v_9$, and losing mode 9 raises the rms error to $6.8\times10^{-7}$ Ha. This is 14 times the best scanned value. The rms error at $\tau=10^{-12}$ is smaller in the table, but it is not a converged average: a stored eigenvalue can fall very close to zero, and such rare rounding patterns dominate the mean square. What the choice provides is a bound for every rounding pattern, and that bound, $3.1\times10^{-3}$ Ha, is very loose. Near $\tau=10^{-12}$ no comparable bound has been established, and a rare pattern can give an error far larger than those in the first row of the table: among $6\times10^4$ patterns the worst is about $-2\times10^{-4}$ Ha, and the rms error then exceeds $6.8\times10^{-7}$ Ha.

The scaling with precision is clearer. From 12 to 36 bits, $u$ falls by $2^{24}\simeq1.7\times10^7$, and the best threshold in a half-decade scan falls from $3.2\times10^{-4}$ to $3.2\times10^{-11}$, a factor of $10^7$. The proportionality is only rough: the individual six-bit steps, each a factor of 64 in $u$, lower the best threshold by about 100, 10, 300 and 30 in this sample. The minimum is flat, and another random sample can move it by half a decade. Over the five precisions 12, 18, 24, 30 and 36 bits, the rms error at $2u v_{\max}$ is 3 to 15 times the best scanned one.

Equation~\eqref{mode} shows which data set the limit. If the single-precision errors in $T$ are treated as independent and equal in variance, the noise norm of one rotated row is $3.2\times10^{-8}/\sqrt{18}=7.6\times10^{-9}$. Mode 12, with $v_{12}=3.3\times10^{-9}$ and $|u_{12}^TT|=3.3\times10^{-8}$, would still pass; mode 13, with $4.1\times10^{-9}$, would not. The stored metric fails earlier, near $10^{-7}$. This suggests that computing and diagonalizing the small matrix $V$ in higher precision would lower the useful threshold even if $T$ stays in single precision. The estimate concerns the trace of $K$ and assumes equal variances, and the mixed-precision case was not computed.

In double precision throughout, $\tau=6.3\times10^{-14}$, which is 18 times the machine epsilon times $v_{\max}$, gives an energy error below $10^{-13}$ Ha, at the rounding level of the energy evaluation itself. Raising the threshold to $10^{-5}$ would then lose $6.9\times10^{-7}$ Ha without a compensating gain. This holds for integrals accurate to double precision. If screening or a grid limits them to fewer digits, those errors determine $d$ and $t$.
